Ohmic heating of a bulk plasma by a fixed rf current, part 1

(Sections cited here and not found follow in the second part.)

## First half: from collisions to the power density

A capacitive discharge is driven by a radio-frequency (rf) current between two parallel electrodes. Near each electrode lies a sheath, which holds few electrons for much of the cycle. Between the sheaths lies the bulk, a nearly neutral plasma. This problem asks how much power per unit volume the bulk electrons take up through collisions when the current is prescribed, and how that power depends on the electron density.

The model is as follows. The bulk has a uniform electron density n. Positive ions of the same charge density stay at rest, since they are too heavy to follow the rf field. All quantities vary along one direction only, the normal to the electrodes, and the magnetic force on the electrons is neglected. An electron collides with heavy neutral atoms at a rate ν that does not depend on its speed. Each collision is elastic and isotropic: the electron keeps its speed and leaves in a random direction. Heating by the moving sheath edges is a separate process and is left out.

The algebra uses atomic units, in which the electron mass, the elementary charge and ħ equal 1, and the vacuum permittivity is 1/(4π). The electron charge is −1. The symbol E denotes the electric field along the discharge axis and u the mean velocity of the electrons along it, called the drift velocity.

**(a) Find the equation of motion of the drift velocity.**

*Solution.* Consider a short time dt. The field exerts the force −E on each electron, because the charge is −1. As the mass is 1, the velocity of every electron changes by −E dt, and so does the mean velocity.

During the same time a fraction ν dt of the electrons collides. Since ν does not depend on speed, the colliding electrons are a fair sample of all electrons, and their mean velocity before the collision is u. After isotropic scattering their mean velocity is zero. The collisions therefore change the mean velocity of the whole population by −(ν dt)u. Adding the two changes and dividing by dt gives

du/dt = −E − νu.

The last term acts as a friction on the mean motion, although no single electron is slowed down in a collision. It expresses the loss of a common direction. If ν depended on speed, the colliding electrons would not be a fair sample, and the friction term would depend on the velocity distribution.

No pressure force appears, because density and temperature are taken as uniform. The drift velocity is uniform as well, so there is no change of u caused by electrons arriving from a place with a different drift.

**(b) The field does work on the electrons. Show how much of this work becomes random motion, and find its average over a period.**

*Solution.* Write the velocity of one electron as **v** = **u** + **w**, where **u** is the drift and **w** the random part, whose mean is zero. Let angle brackets with the subscript e denote the mean over the electrons. The mean kinetic energy is

⟨v²⟩ₑ/2 = u²/2 + **u**·⟨**w**⟩ₑ + ⟨w²⟩ₑ/2 = u²/2 + ⟨w²⟩ₑ/2.

The middle term has vanished because ⟨**w**⟩ₑ = 0. The energy thus splits into a drift energy and a random energy.

The field supplies energy to one electron at the rate force times velocity. Averaged over the electrons this is −Eu. Elastic collisions with very heavy atoms do not change an electron's kinetic energy, so the total obeys

d/dt (u²/2 + ⟨w²⟩ₑ/2) = −Eu.

The drift energy alone follows from part (a) after multiplication by u:

d/dt (u²/2) = u du/dt = −Eu − νu².

Subtracting the second equation from the first leaves

d/dt (⟨w²⟩ₑ/2) = νu².

Each electron on average gains random energy at the rate νu². This is the heating. Collisions turn the ordered motion produced by the field into disordered motion, and the field then has to rebuild the ordered motion.

For the power per unit volume, multiply the drift-energy equation by n and rearrange it:

−nuE = d/dt (nu²/2) + nνu².

The quantity −nu is the charge density of the electrons times their drift velocity. It is the conduction current density,

Jc = −nu.

The left side is therefore JcE, the work done by the field per unit volume and time. In a periodic steady state u returns to its initial value after one period, so the time derivative averages to zero. With angle brackets without a subscript denoting the average over one period, the ohmic power density p is

p = ⟨JcE⟩ = nν⟨u²⟩.

At a given instant the two sides can differ, because the field lends energy to the drift motion during one part of the cycle and takes it back during another. The equality concerns the average.

Without collisions, ν = 0, the average vanishes in any periodic state. (At a prescribed current such a state does not exist for ν = 0 if the drive is exactly resonant, ωp = ω in the notation of part (e); there p grows as 1/ν when ν is reduced.) The electrons then oscillate and carry current, but the energy they receive is returned within the cycle.

**(c) The field oscillates at the angular frequency ω. Find the conductivity of the electrons and the power density for a given field amplitude.**

*Solution.* Every oscillating quantity is written as the real part of a complex amplitude times exp(iωt). The amplitudes of drift and field are called û and Ê:

u(t) = Re[û exp(iωt)],  E(t) = Re[Ê exp(iωt)].

The modulus of an amplitude is a peak value. Averages of products are needed below. For two quantities with moduli A and B and phases α and β,

A cos(ωt + α) · B cos(ωt + β) = (AB/2)[cos(α − β) + cos(2ωt + α + β)].

The second cosine averages to zero over a period. What remains is (AB/2)cos(α − β), which is half the real part of one amplitude times the complex conjugate of the other. In particular

⟨u²⟩ = |û|²/2.

A time derivative multiplies an amplitude by iω. The equation of motion from part (a) becomes

iωû = −Ê − νû.

Moving νû to the left side gives

(ν + iω)û = −Ê,  û = −Ê/(ν + iω).

The conduction current has the amplitude

Ĵc = −nû = nÊ/(ν + iω).

The conductivity σ, defined by Ĵc = σÊ, is therefore

σ = n/(ν + iω).

The two minus signs, one from the force on a negative charge and one from the current carried by it, have cancelled. The term ν in the denominator comes from collisions. The term iω comes from the inertia of the electrons, which makes the current lag behind the field.

Since |ν + iω|² = ν² + ω², the drift amplitude satisfies |û|² = |Ê|²/(ν² + ω²). Inserting this in the result of part (b) gives

p = nν|û|²/2 = nν|Ê|²/[2(ν² + ω²)].

For a given field amplitude, the heating per electron, p/n, does not depend on the density.

This expression rests on the conversion of drift into random energy, which can be checked by following individual electrons. Take ω = 1, |Ê| = 1 and ν = 0.7 in scaled units. The formula gives a heating rate per electron of

0.7/[2(0.49 + 1)] = 0.2349.

A Monte Carlo simulation, in which electrons fly freely in the field between random collisions and leave each collision in a random direction, gave 0.2349 with a standard error of 0.0004. No friction force was put into that simulation.

**(d) Which current is prescribed by the external circuit? Relate its amplitude to the field in the bulk.**

*Solution.* The conduction current need not be the same everywhere between the electrodes. Where it varies with position, charge accumulates. Let ρ be the charge density and x the position along the axis. Charge conservation and Gauss's law read

∂ρ/∂t + ∂Jc/∂x = 0,  ∂E/∂x = 4πρ.

The factor 4π is the inverse of the vacuum permittivity in atomic units. Solving Gauss's law for ρ and inserting it in the first equation gives

∂/∂x [Jc + (1/4π) ∂E/∂t] = 0.

The sum in the bracket is the same at every position at a given time. Its second term is the displacement current density. The sum is the total current density,

J = Jc + (1/4π) dE/dt.

In the bulk E depends on time alone, so an ordinary derivative suffices there. In a sheath J also contains whatever ion current flows; the argument is unchanged if Jc denotes the current of all charged particles. At the electrode surface the same J continues as the current per unit area delivered by the circuit. The total current is thus the quantity that an external source can hold fixed.

Choose the origin of time so that

J(t) = J₀ cos ωt,

with a real peak value J₀. The amplitudes then satisfy

J₀ = σÊ + (iω/4π)Ê = (σ + iω/4π)Ê.

The displacement current does no average work. Its product with the field is

(1/4π)E dE/dt = d/dt (E²/8π),

and the average of this derivative over a period is zero, because E returns to its initial value. The displacement current therefore produces no heat itself. It matters because it carries part of the prescribed current and so changes the part left to the electrons. It also follows that ⟨JE⟩ = ⟨JcE⟩ = p, so the average work of the total current is the ohmic heating.

**(e) Eliminate the field and find p as a function of J₀, n, ν and ω.**

*Solution.* Insert the conductivity and bring the two terms over a common denominator:

σ + iω/4π = n/(ν + iω) + iω/4π
= [4πn + iω(ν + iω)]/[4π(ν + iω)].

Since i² = −1, the second term of the numerator is iων − ω². The combination 4πn is the square of the electron plasma frequency ωp:

ωp² = 4πn.

With the abbreviation

D = ωp² − ω² + iων,

the relation between current and field becomes

J₀ = DÊ/[4π(ν + iω)],  Ê = 4π(ν + iω)J₀/D.

The drift amplitude follows from û = −Ê/(ν + iω). The factor ν + iω cancels:

û = −4πJ₀/D = −(J₀/n)(ωp²/D).

The last form uses 4π = ωp²/n. The squared modulus of D is the sum of the squares of its real and imaginary parts, so

|û|² = (J₀²/n²) ωp⁴/[(ωp² − ω²)² + ω²ν²].

Finally p = nν|û|²/2 gives

p = (νJ₀²/2n) · ωp⁴/[(ωp² − ω²)² + ω²ν²].

The factor n in nν|û|²/2 has cancelled one power of the n² in the denominator of |û|². The density also enters through ωp².

The structure of D can be understood without complex numbers. Differentiate the equation of motion once and replace dE/dt by 4π(J − Jc) = 4π(J + nu):

d²u/dt² = −4πJ − ωp²u − ν du/dt.

Moving the terms in u to the left side gives

d²u/dt² + ν du/dt + ωp²u = −4πJ.

This is a damped oscillator with the natural frequency ωp, driven by the total current. Because both ν and ωp² are positive, free oscillations die out and the periodic motion used above remains.

A direct time integration of the equations for u and E, started from rest and continued until the free motion had decayed, tests the formula without the use of amplitudes. For ν = 0.7ω and six densities with ωp²/ω² between 0.5 and 400, the average work and the average frictional loss each agreed with the formula to within a relative deviation of 10⁻⁵.

## Second half: how the heating depends on density

The symbols needed from the first half are these. The bulk has electron density n, drift velocity u with complex amplitude û, and field E with complex amplitude Ê. Electrons collide at the speed-independent rate ν. The total current density, conduction plus displacement, is J₀ cos ωt, where J₀ is a peak value. The electron plasma frequency is given by ωp² = 4πn. In atomic units the drift amplitude and the average ohmic power density are

û = −(J₀/n)(ωp²/D),  D = ωp² − ω² + iων,

p = nν|û|²/2 = (νJ₀²/2n) · ωp⁴/[(ωp² − ω²)² + ω²ν²].

For a given field amplitude, û = −Ê/(ν + iω) and p = nν|Ê|²/[2(ν² + ω²)].

**(f) Find the form of p for a dense plasma, with its leading correction.**

*Solution.* Divide the numerator and the denominator of the last factor in p by ωp⁴, and write ε = ω²/ωp². The factor becomes

R = 1/[(1 − ε)² + ε²ν²/ω²]
= 1/[1 − 2ε + ε²(1 + ν²/ω²)].

A plasma is called dense here if ωp² is much larger than both ω² and ων. Then ε and εν/ω are both small, R is close to 1, and

p ≈ νJ₀²/(2n).

With the electron mass m and the elementary charge e restored, this reads

p ≈ mνJ₀²/(2e²n).

The drive frequency has dropped out. The power density is proportional to the collision frequency and inversely proportional to the electron density.

For the correction, keep ω and ν fixed and let n grow, so that ε tends to zero. The term in ε² is then of higher order than 2ε, and 1/(1 − 2ε) ≈ 1 + 2ε. Hence

p ≈ (νJ₀²/2n)(1 + 2ω²/ωp²).

This form requires ν to be well below ωp, so that the term (ων/ωp²)² in the denominator of R is small compared with 2ε. The heating then lies slightly above the simple law, and the displacement current explains why. In general R exceeds 1 only if ν² < 2ωp² − ω²; a dense plasma with stronger collisions lies slightly below the simple law. In a dense plasma Ê ≈ J₀/σ = J₀(ν + iω)/n. The displacement current then has the amplitude

(iω/4π)Ê ≈ J₀ iω(ν + iω)/(4πn) = J₀(−ω² + iων)/ωp².

Its real part is negative, so it partly opposes the total current. The conduction current has to make up the difference:

Ĵc = J₀ − (iω/4π)Ê ≈ J₀(1 + ω²/ωp² − iων/ωp²).

The imaginary part affects the modulus only at the order (ων/ωp²)², which is negligible against ω²/ωp² when ν is well below ωp. The amplitude of the conduction current therefore exceeds J₀ by the fraction ω²/ωp², and the power, which is quadratic in the amplitude, exceeds the simple law by twice that fraction.

The time integration mentioned in part (e) also tests this correction. At ωp²/ω² = 200 and 400, with ν = 0.7ω, the excess over the simple law agreed with 2ω²/ωp² to within 2 percent of that excess.

For a prescribed total current, the ohmic power density of the bulk electrons has been found as a function of density, and in a dense plasma it is nearly νJ₀²/(2n). It remains to explain this inverse dependence on density, to see whether it persists at lower densities, and to evaluate the heating for an example and judge where the model can be trusted.
